Modified effective-range theory and the Ramsauer minimum of argon, part 2

In a model calculation, the cross section of a free argon atom for slow electrons falls about 23-fold between zero energy and 0.29 eV, to a deep minimum called a Ramsauer minimum. The question is how the polarization of the atom by the electron produces it.

Hartree atomic units are used: lengths are in bohr, written a₀ after numbers, and an electron of wave number k has energy k²/2. The wave function is ψ = u(r)Y/r, with Y a spherical harmonic of angular momentum l, and primes on u denote derivatives in r. The phase shift δ_l is defined by u ∝ sin(kr − lπ/2 + δ_l) at large r, and the scattering length A by the s wave at zero energy, u → r − A. The potential V(r) has the tail −α/(2r⁴), where α is the dipole polarizability. Exchange and penetration of the charge cloud are taken to be confined to an inner region.

The running scattering length a(r) is the value that would be found if the potential were cut off at r. For the s wave it obeys

a′ = 2V[sin(kr)/k − a cos(kr)]²,     (1)

and tends to A(k) at large r. At zero energy u/u′ = r − a(r). Equation (1) is the "running equation" of the table at the end.

The first half derived the low-energy phase shifts, restated below as (7) and (8). The "integral for linear term" in the table is ∫ (x² − sin²x)/x⁴ dx = π/3, from zero to infinity, which gives the term παk/3.

The test potential is V = −α/[2(r² + d²)²], with d a length. Its scattering length is

A = βd cot(πβ/2),  β² = 1 + α/d².

The first test used α = 1 and β = 3.5, which gives A = −1.0435. In the table, the "remainder" for this case is what is left of A(k) after A and the linear and logarithmic terms are subtracted.

## Second half: the cross section and the minimum in argon

The symbols are those of the first half: k is the wave number in atomic units, α the dipole polarizability, A the scattering length and δ_l the phase shift. For an interaction that is short-ranged apart from the tail −α/(2r⁴) + O(r⁻⁶), the results needed are

tan δ₀ = −kA(k),  A(k) = A + παk/3 + (4/3)αAk² ln k + O(k²),     (7)

tan δ_l = παk²/[(2l+3)(2l+1)(2l−1)],  l ≥ 1,     (8)

where (8) has corrections O(k³) for l = 1 and O(k⁴) for l ≥ 2.

The usual effective-range form follows by inversion if A ≠ 0. Since k cot δ₀ = −1/A(k), put A(k) = A(1 + ε) with ε = παk/(3A) + (4/3)αk² ln k + O(k²). Then −1/A(k) = −(1/A)(1 − ε + ε² − …), where ε² is O(k²), and

k cot δ₀ = −1/A + παk/(3A²) + [4α/(3A)]k² ln k + O(k²).

For a short-range potential the first correction to −1/A is proportional to k². The polarization tail puts a linear term before it. The inverted series needs |ε| ≪ 1, and it fails where tan δ₀ passes through zero, because k cot δ₀ has a pole there. That is the region of the Ramsauer minimum, so the form (7) is the one to use.

The cross section is σ = (4π/k²)Σ(2l+1)sin²δ_l. For small phases sin²δ_l may be replaced by tan²δ_l. Keep A + παk/3 for the s wave and (8) for the others:

σ ≈ 4π[(A + παk/3)² + π²α²k²S],  S = Σ_{l≥1} (2l+1)/[(2l+3)(2l+1)(2l−1)]².

With m = 2l + 1 the terms of S are 1/[m(m² − 4)²] for m = 3, 5, 7, …, and partial fractions give

1/[m(m² − 4)²] = (1/32){1/(m−2)² − 1/(m+2)² − [1/(m−2) − 2/m + 1/(m+2)]}.

In the sum over m, the first two terms leave 1 + 1/9 = 10/9. The square bracket is the difference of 1/(m−2) − 1/m and 1/m − 1/(m+2), so its sum leaves the first of these at m = 3, which is 2/3. Therefore S = (10/9 − 6/9)/32 = 1/72. Because 1/9 + 1/72 = 1/8,

σ ≈ 4π[A² + (2π/3)αAk + π²α²k²/8].     (9)

The linear term decides what happens as the energy rises from zero. For A > 0 the cross section grows. For A < 0 it falls, since the s-wave amplitude is carried towards zero. Completing the square in (9) gives

σ ≈ 4π[(π²α²/8)(k + 8A/(3πα))² + A²/9].

For A < 0 there is thus a minimum at

k_min = −8A/(3πα),  σ_min = 4πA²/9.     (10)

The s wave itself vanishes at k = −3A/(πα), which is 9/8 of k_min. At the minimum A + παk/3 = A/9, so the s wave contributes A²/81 to the bracket and the higher waves contribute (64/9)(A²/72) = 8A²/81. What remains of the cross section in this limit is mostly scattering by the tail in waves of l ≥ 1.

Equation (9) needs a condition, because at fixed A the logarithm in (7) gives σ a term of order k² ln k, which is not smaller than the k² term retained. The result is justified when |A| ≪ √α and the coefficients of k² in A(k) and of k³ in tan δ₁ do not exceed α^(3/2) in order of magnitude. Then k_min is of order |A|/α. Relative to παk/3, the logarithmic term is of order |A|k|ln k|, that is (A²/α)|ln k|. A term Dk² in A(k), with D of order α^(3/2), is of relative order √α k, that is |A|/√α. The k³ correction to the p wave has the same relative order, provided its coefficient is also of order α^(3/2), which requires the p wave to be far from a zero-energy resonance. All become small with |A|/√α, and the leading deviation should be proportional to it.

The potential −α/[2(r² + d²)²], with α = 1, tests this. For A = −0.0333 the computed minimum lies at 1.017 times k_min from (10), and the ratio σ_min/σ(0) is 0.1166. For A = −0.0167 the numbers are 1.009 and 0.1139. The deviations from 1 and from 1/9 = 0.1111 are about halved when A is halved. A small inner region is not enough by itself. For the pure tail outside a very small hard core, the s wave with A = 0 and the p wave of a zero-energy resonance both oscillate as cos(√α/r) at small r, so A ≈ 0 lies next to such a resonance. With α = 1, a core radius 0.016 and A = −0.0333 give 1.12 and 0.058, and a core radius 0.008 and A = −0.0167 give 1.11 and 0.057: the deviation does not shrink.

The law (10) contains two properties of the atom, A and α, and α alone does not predict a minimum. The sign and size of A depend on the electron's motion inside the atom, so a prediction for argon requires a calculation there. The one used here has no adjustable parameter. The atom is nonrelativistic and is described by Hartree-Fock orbitals with radial functions P_b for the subshells b = 1s, 2s, 2p, 3s and 3p. The scattered electron obeys

[−½d²/dr² + l(l+1)/(2r²) − 18/r + J + V_cp]u − K_l u = (k²/2)u.

The direct potential of the 18 electrons is

J(r) = Σ_b 2(2l_b+1)∫ dr′ P_b(r′)²/r_>,

where r_< and r_> are the smaller and the larger of r and r′. Exchange is the nonlocal operator

(K_l u)(r) = Σ_b (2l_b+1) Σ_L T² P_b(r)∫ dr′ P_b(r′)u(r′) r_<^L/r_>^(L+1),

in which T is the 3j symbol of l, L and l_b with zero projections. It acts between electrons of equal spin. The remaining potential V_cp stands for correlation and polarization. The form −α/(2r⁴) treats the atom as a point dipole and diverges at the origin, so it cannot be used inside the charge cloud. There V_cp is the Perdew-Zunger correlation potential of a uniform electron gas at the local density. Outside it is −α/(2r⁴), and the two are joined where they first cross, at r = 3.62 a₀.

The Hartree-Fock energy of the atom is −526.818 hartree on the radial grid and −526.813 hartree in an independent Gaussian basis. The dipole moment induced by a weak uniform field gives α = 10.69 a₀³ in this basis, and so does the change of energy in that field. A larger basis gives 10.76 a₀³; the numbers below use 10.69.

The scattering length takes three values:

static field and exchange alone: A = +1.50 a₀
with the tail beyond 3.62 a₀: A = −0.79 a₀ (the output shows −0.782, because the step in this potential falls between grid points)
with correlation inside as well: A = −1.39 a₀

Most of the change is due to the tail, and it can be traced by hand. At zero energy the tail equation u″ + αu/r⁴ = 0 has the solution u = r sin χ with χ = √α/r + φ and φ constant. Differentiation confirms it: u′ = sin χ − (√α/r)cos χ, and in u″ the cosine terms cancel, leaving −(α/r³)sin χ. At large r, u → r sin φ + √α cos φ, so that A = −√α cot φ.

For an estimate, replace the static and exchange forces by forces confined to r < 3.617 that give the same scattering length, 1.496. The running scattering length at r = 3.617 is then 1.496. The real forces reach somewhat farther out, so close agreement with the full solution is not guaranteed. Then u/u′ = 3.617 − 1.496 = 2.121 and u′/u = 0.4715. The solution requires

u′/u = 1/r − (√α/r²)cot χ = 0.2765 − 0.2500 cot χ,

with √α = 3.270. Hence cot χ = −0.780 and χ = 2.2332. Subtracting √α/r = 0.9041 gives φ = 1.3291, so that cot φ = 0.2465 and A = −3.270 × 0.2465 = −0.81. The full solution with the tail gives −0.79. The attraction beyond 3.6 a₀, which is nowhere stronger than about 0.03 hartree, thus reverses the sign of the scattering length.

With A = −1.390 a₀ the zero-energy cross section is 4πA² = 24.3 a₀². The leading law (10) gives

k_min = 8 × 1.390/(3π × 10.69) = 0.110 a₀⁻¹,

which is an energy k²/2 of 0.166 eV, and σ_min = 24.3/9 = 2.7 a₀². The full calculation uses the computed phases for l = 0, 1 and 2, and (8) for the rest. It gives

k_min = 0.146 a₀⁻¹,  E_min = 0.29 eV,  σ_min = 1.07 a₀² = 0.30 Å².

The leading law finds a minimum of the right kind, but it places the wave number 24% and the energy 43% below the full result. This is no surprise, since |A|/√α is 0.43 and corrections of that relative order were neglected.

The next step would seem to be to retain more terms:

A(k) = A + παk/3 + (4/3)αAk² ln k + Dk²,

tan δ₁ = παk²/15 − A₁k³.

The constants D and A₁ depend on the inner region and also contain higher-order effects of the tail. Taken from the computed phases at k = 0.030 a₀⁻¹, or 0.012 eV, they are D = −56.5 a₀³ and A₁ = 8.0 a₀³. The value of D depends on the unit of k in the logarithm. If ln k is replaced by ln(√α k), D becomes −56.5 + 19.8 × 1.18 = −33 a₀³, where 19.8 is (4/3)α|A| and 1.18 is ln √α. This is close in size to α^(3/2) = 35 a₀³, the order of magnitude assumed above.

At low energy the extended expansion works well. At k = 0.050 a₀⁻¹ it gives 8.84 a₀² against 8.82 a₀² from the full calculation, and at 0.070 a₀⁻¹ it is 2% too high. At 0.100 a₀⁻¹ the excess has grown to 13%. Its minimum lies at 0.193 a₀⁻¹, or 0.51 eV, which is further from the full result than the minimum of the leading law. The cross section there, 1.13 a₀², is close to the full minimum, but it belongs to the wrong energy.

The cause can be seen in the s wave. At k = 0.146 a₀⁻¹ the four terms of the extended A(k) are

−1.39 + 1.63 + 0.81 − 1.20 = −0.15 a₀,

whereas the full A(k) is close to zero there, since the computed s wave vanishes at 0.147 a₀⁻¹. The individual terms are five to eleven times as large as their sum, so a small omitted term matters. The difference between the full and the truncated A(k) grows from 0.006 a₀ at k = 0.070 a₀⁻¹ to 0.031 a₀ at 0.100 a₀⁻¹. The truncated A(k) does not even reach zero: it rises to about −0.10 a₀ near k = 0.18 a₀⁻¹ and then falls again. The parameter √α k, which should be small for the expansion to converge quickly, is 0.48 at the minimum. Constants fitted at very low energy therefore cannot be relied on to locate the minimum of argon with these terms alone.

The depth of the minimum depends on the waves that remain when the s wave vanishes. At k = 0.130 a₀⁻¹, a little below the minimum, the computed tangents are 0.0152, 0.0199 and 0.0055 for l = 0, 1 and 2. The p wave contributes

4π × 3 × 0.0199²/0.130² = 0.88 a₀²

of a total of 1.20 a₀². The s wave gives 0.17 a₀² and the d wave 0.11 a₀². Formula (8) would give tan δ₁ = 0.038 here, nearly twice the computed value. The inner region reduces the p-wave phase, as the positive A₁ indicates, and this is why the minimum is deeper than one ninth of σ(0). For the d wave (8) gives 0.0054, within 3% of the computed 0.0055, as expected behind a higher barrier.

The same reduction explains the position of the minimum relative to the zero of the s wave. In the leading law their wave numbers have the ratio 8/9, because the contribution of the higher waves rises as k² and pulls the minimum down. In the full calculation the ratio is 0.1458/0.1472 = 0.99. The p-wave contribution is almost flat here, 0.88 a₀² at k = 0.130 a₀⁻¹ and 0.86 a₀² at 0.160 a₀⁻¹, so it hardly displaces the minimum.

How far can the 0.29 eV be trusted? Refining the radial grid changes A of the full model by about 0.001 a₀. The Gaussian basis used for α is not complete. The converged value, 10.76 a₀³, is 0.6% higher; it lowers A by 0.02 a₀ to −1.41 a₀, raises σ(0) from 24.3 to 25.0 a₀² and σ_min from 1.07 to 1.09 a₀², moves the minimum from 0.289 to 0.295 eV, and changes D from −56.5 to −57.3 a₀³. These numerical errors are not the limit. The physical model is. By (10) the energy of the minimum varies as A² at fixed α. Omitting the correlation potential inside 3.62 a₀ changes A from −1.39 to −0.79 a₀, which in the leading law lowers the energy by the factor (0.79/1.39)² = 0.32, from 0.166 to about 0.05 eV; in the full calculation the minimum moves from 0.29 to about 0.08 eV. An approximate potential in a small region thus has a large effect on the prediction. The electron-gas correlation potential is itself an approximation there, and so is the abrupt joining.

The calculation also leaves out relativity, the correlation of the atomic electrons in α, and the delay with which the atom responds to a moving electron. The value 0.29 eV is the prediction of this model. What the model shows more firmly is the mechanism: static exchange alone gives a positive scattering length and no s-wave zero in the range studied, polarization makes the scattering length negative, and the linear term παk/3 then carries A(k) back towards zero. The phases and cross sections at other energies are in the numerical output below.

Table of computed values

```
integral for linear term 1.047198, pi/3 1.047198
sum over l>=1 0.01388889, 1/72 0.01388889
model alpha=1 a.u.: beta 3.5, d 0.29814 bohr, A -1.04350 bohr
 k 0.002 /bohr: -tan(d0)/k -1.041371 bohr, linear coeff 1.04658, remainder/k^2 -0.309 a.u.
 k 0.004 /bohr: -tan(d0)/k -1.039192 bohr, linear coeff 1.04595, remainder/k^2 -0.312 a.u.
 change of remainder if log omitted 0.964 a.u.
tan(d_l)/formula at k=0.005 /bohr, l=1,2,3: 1.00203 0.99999 0.99996
running equation -0.9020032, direct -0.9020032 bohr (k=0.3)
model A -0.03331 bohr: k_min/law 1.0173, sigma_min/sigma(0) 0.1166 (limit 0.1111)
model A -0.01666 bohr: k_min/law 1.0092, sigma_min/sigma(0) 0.1139 (limit 0.1111)
Ar HF energy: grid -526.81751, Gaussian -526.81338 Ha
Ar alpha: dipole 10.6931, energy 10.6928 bohr^3
Ar joining radius 3.617 bohr
Ar A, static exchange only 1.496 bohr
Ar A, tail without inner correlation -0.782 bohr
Ar A, full model -1.390 bohr; finer grid -1.391 bohr
Ar |A|/sqrt(alpha) 0.425
Ar linear coefficient pi*alpha/3 11.198 bohr^2
Ar constants from k=0.030 /bohr: D -56.50, A1 8.04 bohr^3
Ar sigma(0) 24.290 bohr^2
Ar s-wave zero: k 0.1472 /bohr, E 0.2948 eV
Ar s-wave zero, linear law: k 0.1242 /bohr
Ar minimum, leading law: k 0.1104 /bohr, E 0.1657 eV, sigma 2.699 bohr^2
Ar minimum, extended expansion: k 0.1932 /bohr, E 0.5080 eV, sigma 1.134 bohr^2
Ar minimum, full calculation: k 0.1458 /bohr, E 0.2891 eV, sigma 1.067 bohr^2
Ar full minimum sigma 0.2987 angstrom^2
Ar table: k (/bohr), E (eV), tan d0, tan d1, tan d2, sigma full, sigma extended (bohr^2)
 0.005 0.0003 0.00667 0.00005 0.00001 22.336 22.336
 0.030 0.0122 0.03128 0.00180 0.00029 13.791 13.791
 0.050 0.0340 0.04110 0.00459 0.00080 8.815 8.839
 0.070 0.0667 0.04330 0.00818 0.00158 5.354 5.457
 0.100 0.1361 0.03480 0.01423 0.00324 2.363 2.659
 0.130 0.2299 0.01518 0.01992 0.00554 1.195 1.574
 0.160 0.3483 -0.01283 0.02415 0.00853 1.155 1.243
 0.200 0.5442 -0.05986 0.02598 0.01375 2.112 1.143
 0.300 1.2245 -0.20977 0.00454 0.03497 6.876 11.675
```
